Electronegativity equalisation for tetrahedral ML4 molecules: linear solution and stability test

**What three passing checks can miss**

A routine for electronegativity equalisation can conserve charge, give every atom the same chemical potential, give four equivalent ligands the same charge, and still return charges of the wrong sign. In the example below, one treatment of the Coulomb interaction gives a ligand charge of −0.120 e. Replacing the extended charges by points, with all other parameters fixed, gives +0.168 e. Both answers pass the three checks, but the second is a saddle point of the energy. A curvature test rejects it.

**Model and conventions**

Atom i carries a net charge q_i in units of e, positive when electrons are missing. The fixed total is Q. The model energy is quadratic:

E(q) = Σ_i χ_i q_i + ½ Σ_i η_i q_i² + Σ_{i<j} J_ij q_i q_j

The electronegativity χ_i is the slope of the atomic energy at zero charge, and the hardness η_i is its second derivative. The factor ½ belongs to this definition of η_i; parameters defined without it must be doubled. With charges in units of e, all coefficients are in eV.

Each charge is a spherical Gaussian with density proportional to exp(−r²/a²). For two such charges, of widths a and b, the interaction depends on the difference of two Gaussian-distributed positions. That difference is itself Gaussian, with squared width

s² = a² + b²

The interaction is therefore the potential, at distance r, of one Gaussian of width s. The charge inside radius r is, after one integration by parts,

C(r) = [4/(√π s³)] ∫₀^r t² exp(−t²/s²) dt
C(r) = erf(r/s) − [2r/(√π s)] exp(−r²/s²)

Gauss's law requires −dJ/dr = k C(r)/r², where k = e²/(4πε₀). Differentiation confirms that the solution vanishing at infinity is

J(r) = k erf(r/s)/r

For small x, erf(x) ≈ 2x/√π, so J(0) = 2k/(√π s). A Gaussian interacting with itself has s = √2 a, which gives

G_self = k √(2/π)/a

The central atom M is at the origin, and the ligands L lie a distance R along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), each divided by √3. The first two ligand positions differ by R(0,2,2)/√3, so

R_LL = √(8/3) R

**The constrained linear system**

To impose the total charge, make the following function stationary:

F(q,X) = E(q) − X(Σ_i q_i − Q)

Differentiation with respect to q_i and X gives

χ_i + η_i q_i + Σ_{j≠i} J_ij q_j = X
Σ_i q_i = Q

The multiplier X is the common value of ∂E/∂q_i, the equalised electronegativity. Adding an electron lowers q_i by one, so the electronic chemical potential is μ = −X.

Let J now denote the matrix with η_i on its diagonal and J_ij elsewhere, and let 1 be a column of ones. The system is

[ J   −1 ] [ q ]   [ −χ ]
[ 1ᵀ   0 ] [ X ] = [  Q ]

For ML4 it has six unknowns. No ligand symmetry is imposed, so equality of the ligand charges is a useful check on the assembled matrix.

**Why equivalent ligands have equal charges**

Let P permute the ligands. In the regular tetrahedron all ligand parameters and distances match, so P J Pᵀ = J and Pχ = χ. Applying P to the equations shows that Pq is a solution whenever q is. If the solution is unique, Pq = q for every permutation, and the four ligand charges are equal.

Uniqueness follows if vᵀJv > 0 for every nonzero v with 1ᵀv = 0. The difference v of two solutions satisfies Jv = x1 for some number x, and 1ᵀv = 0. Hence vᵀJv = x 1ᵀv = 0, which forces v = 0 and then x = 0.

The same condition makes the solution a minimum. For any neutral displacement v,

E(q+v) = E(q) + (χ + Jq)ᵀv + ½ vᵀJv
E(q+v) = E(q) + X 1ᵀv + ½ vᵀJv
E(q+v) = E(q) + ½ vᵀJv

**Closed form**

Put q_M = Q − 4q_L. The equations for the centre and for one ligand are

X = χ_M + η_M(Q − 4q_L) + 4J_ML q_L
X = χ_L + η_L q_L + 3J_LL q_L + J_ML(Q − 4q_L)

Subtract the second from the first and move the terms in q_L to the right:

χ_M − χ_L + Q(η_M − J_ML) = (η_L + 3J_LL + 4η_M − 8J_ML) q_L

Of the eight J_ML terms, four come from each equation. With

D = η_L + 3J_LL + 4η_M − 8J_ML

the result is

q_L = [χ_M − χ_L + Q(η_M − J_ML)]/D
X = χ_M + η_M Q − 4(η_M − J_ML) q_L

For a neutral molecule with D > 0, the more electronegative species becomes negative. If D < 0, that sign is reversed.

**The stability test**

Neutral displacements of five charges form a four-dimensional space. One direction moves charge between the centre and all ligands together: v = (−4,1,1,1,1). Its components under J are

(Jv)_M = −4η_M + 4J_ML
(Jv)_L = −4J_ML + η_L + 3J_LL

Therefore

vᵀJv = 16η_M − 32J_ML + 4η_L + 12J_LL = 4D

Since vᵀv = 20, the curvature per unit squared length is D/5.

The other three directions move charge among ligands, with w_M = 0 and Σw_L = 0. The centre row gives zero. In a ligand row the other ligands sum to −w_i, so

(Jw)_i = (η_L − J_LL) w_i

The two kinds of direction do not couple, because vᵀJw = (η_L − J_LL) Σ_L w_L = 0. The solution is thus a strict minimum if and only if

D > 0 and η_L > J_LL

There is also a sufficient condition for any arrangement of Gaussians on distinct centres. The electrostatic energy of a charge density is proportional to the integral of its squared field, so it is positive unless the density vanishes everywhere. Gaussians on distinct centres are linearly independent, so their total density vanishes only when every charge is zero. If each η_i is at least G_self for that atom, J is this positive Coulomb matrix plus a nonnegative diagonal, and stability is guaranteed.

**Pseudocode and cost**

For n atoms, choose atom M as reference and eliminate its charge. The curvature matrix for the remaining charges is

K_ij = J_ij − J_iM − J_Mj + J_MM

It represents the neutral-space quadratic form in the basis that moves charge from M to atom i. For ML4 its eigenvalues are D once and η_L − J_LL three times. The first differs from D/5 because these basis vectors are not orthonormal; the signs agree.

    input positions, χ, η, widths, Q
    for each atom i:
        J[i,i] = η[i]
    for each pair i,j:
        s = sqrt(width[i]² + width[j]²)
        J[i,j] = J[j,i] = k erf(r[i,j]/s)/r[i,j]
    form K and attempt its Cholesky factorisation
    if it fails: reject the parameters or geometry
    solve the bordered system for q and X
    check |sum(q) − Q|
    check the spread of χ + Jq
    if ligands are equivalent: check their charge spread
    return q and X

Assembly and storage scale as n². Dense factorisation scales as n³. Cholesky factorisation cannot be used for the bordered matrix, even for a stable molecule, because the matrix is not symmetric and its last diagonal element is zero. A general solver with pivoting is a safe choice. For a regular ML4 molecule the closed form has fixed cost and provides a direct comparison.

Evaluating χ + Jq with the matrix used in the solve checks the linear algebra, but cannot reveal an incorrectly assembled J. Differentiating a separately coded pair-sum energy also tests the assembly, but an error in an interaction formula shared by both codes goes unnoticed. That formula needs its own test, such as the real-space integration used below.

**Worked example at the bond length of silane**

Take χ_M = 4.0 eV, χ_L = 5.0 eV, η_M = 10.0 eV, η_L = 14.0 eV, widths 1.3 Å and 0.9 Å, and R = 1.48 Å. These are round model parameters. The distances and interactions are

R_LL = 2.417 Å
J_ML = 7.924 eV
J_LL = 5.915 eV

Real-space integration of the Gaussian densities reproduces both interactions and both self-interactions within 0.001 eV. For the neutral molecule,

D = 14 + 17.74 + 40 − 63.39 = 8.35 eV
q_L = (4 − 5)/8.35 = −0.120 e
q_M = −4q_L = +0.479 e
X = 4 + 4(10 − 7.924)(0.1197) = 4.99 eV

The chemical potential is μ = −4.99 eV. The linear solution conserves charge to about 10⁻¹⁷ e, with a ligand spread of the same size. Finite differences of the pair-sum energy give potentials that agree to about 10⁻¹³ eV. Direct minimisation from the unequal ligand charges 0.4, −0.3, 0.1 and −0.6 e reaches the same answer within 10⁻⁵ e.

The curvature D/5 for transfer between the centre and all ligands, called breathing in the output, is 1.67 eV and the three ligand-transfer curvatures are 8.09 eV, so this is a minimum. The self-interactions, 8.84 eV for M and 12.77 eV for L, lie below the respective hardnesses, so the sufficient condition also holds.

The energy gained from zero charges at the same geometry follows from q = q_L v. With Δ = χ_L − χ_M,

E = 4Δq_L + 2Dq_L²

Substituting q_L = −Δ/D gives

E = −4Δ²/D + 2Δ²/D = −2Δ²/D = −0.239 eV

or −23.1 kJ/mol. This is the charge-transfer energy of the model, not a bond energy.

**A charged molecule**

Differentiating the closed form with respect to Q gives

dq_L/dQ = (η_M − J_ML)/D = 0.249
dX/dQ = η_M − 4(η_M − J_ML)²/D = 7.94 eV

The second quantity is the molecular hardness. It agrees with the second difference of the pair-sum energies at Q = −1, 0 and +1. For Q = +1, q_L = +0.129 e and q_M = +0.485 e. Nearly all the added charge goes to the ligands. The reason is visible in

dq_M/dQ = (η_L + 3J_LL − 4J_ML)/D

whose numerator nearly cancels: 31.74 − 31.70 eV. This is a feature of the chosen parameters, not a general rule for ML4 ions.

**Failure modes**

*Point charges at bonding distance.* Set every J_ij to k/r, keeping χ, η and R fixed. Then

D = η_L + 4η_M + k(3/R_LL − 8/R) = −5.96 eV

and q_L = −1/(−5.96) = +0.168 e. The potentials still agree, at X = 3.82 eV. Moving 0.1 e onto each ligand and −0.4 e onto the centre changes the energy by 2D(0.1)² = −0.119 eV. Larger steps lower it further without limit, so no minimum exists. The ligand-transfer curvature, η_L − k/R_LL = 14 − 5.96 = 8.04 eV, remains positive, so the solution is a saddle point.

*Near-instability.* Because q_L = −Δ/D for a neutral molecule, a small positive D produces large charges and strong parameter sensitivity. At fixed widths and interactions, changing η_M from 10.0 to 9.5 eV changes q_L from −0.120 to −0.157 e; changing it to 10.5 eV gives −0.097 e. A 5% change in hardness therefore changes the magnitude of the charge by +31% or −19%. Stability is lost at η_M = 7.91 eV. This is below the M self-interaction of 8.84 eV, which shows that the Gaussian condition is sufficient but not necessary.

*Ligand disproportionation.* If η_L < J_LL, the symmetric solution is unstable to transfer between ligands even when D > 0. At equality the bordered matrix is singular and the ligand charges are not unique.

*Dissociation.* When all bonds become infinitely long, every J_ij vanishes and

q_L = (χ_M − χ_L)/(η_L + 4η_M) = −1/54 = −0.0185 e

Separated atoms should be neutral when every ionisation energy exceeds every electron affinity of the other atoms. The smooth quadratic energy cannot enforce this. The parameters should not be used for bond breaking without a correction that suppresses charge transfer at long range.

*Broken symmetry.* Equal ligand charges are expected for equivalent ligands, not for every instantaneous geometry. Treat one Si–H bond as a harmonic oscillator with a rough wavenumber of 2200 cm⁻¹. Its zero-point root-mean-square displacement is 0.089 Å. Stretching one bond by this amount, with atomic parameters fixed, gives −0.111 e on that ligand and −0.119 e on each of the other three. Total charge is still conserved. This shift is the model's response, not silane's: for the same stretch the PBE0/def2-TZVP Mulliken charge of the stretched hydrogen moves by less than 0.001 e. The vibrational quantum is about 11 times kT at 300 K, so thermal excitation of this mode is weak and the displacement is mainly zero-point motion.

**Comparison with silane**

Silane, SiH4, is a precursor for silicon deposition, and 1.48 Å is close to its bond length. The other parameters are round values chosen for this example. Two of them, η_M and χ_L, differ markedly from free-atom values: the free-atom hardness of silicon is roughly 7 eV, and the free-atom electronegativity of hydrogen is also roughly 7 eV. Inserting that silicon hardness while keeping the other parameters would put the model below its stability limit of 7.91 eV. The model's ionisation energy, X + ½ dX/dQ = 8.96 eV, is also well below the roughly 12 eV of silane, so this parameter set should not be used for ionisation.

For the charge distribution, a PBE0/def2-TZVP calculation at the same geometry gives two comparisons. The Mulliken hydrogen charge is −0.017 e, but it depends strongly on the basis: def2-TZVPP, which has more polarisation functions on both silicon and hydrogen, gives −0.046 e, and adding diffuse functions to that set (def2-TZVPPD) gives −0.067 e. A second value comes from the moment Σq xyz, a component of the octopole. This is the lowest multipole above the total charge that tetrahedral symmetry allows. The function xyz is harmonic, so its average over a spherical charge equals its value at the centre. Each ligand position has xyz = (R/√3)³, and the model moment is

Ω = 4q_L(R/√3)³

The calculated moment, −1.263 e bohr³, corresponds to q_L = −0.075 e; def2-TZVPP gives −0.077 e and def2-TZVPPD gives −0.078 e. Between the first and last of these sets the moment changes by 0.047 e bohr³, or about 4%. The model and both comparisons make hydrogen negative, but the model's magnitude is 1.6 times the octopole value. Keeping D fixed, an electronegativity difference of 0.63 eV instead of 1.0 eV would reproduce that value.

Real atoms in silane are not rigid spheres of charge. Their polarisation contributes to the calculated moment, and its share has not been separated here. The two comparison charges differ by 0.058 e in def2-TZVP, 0.030 e in def2-TZVPP and 0.011 e in def2-TZVPPD, so most of the gap in the smallest set comes from the basis dependence of the Mulliken charge. Each gap exceeds the 0.008 e shift of the stretched ligand. The PBE0 values themselves depend on an approximate functional and a finite basis, and they omit nuclear motion. The dependence on the method is much larger than the basis shift of the moment: in def2-TZVPPD, Hartree–Fock gives a moment of −2.03 e bohr³ (q_L = −0.121 e) and a Mulliken hydrogen charge of −0.154 e, against −0.078 e and −0.067 e for PBE0. The model charge has the same sign as both comparison values in these three basis sets, but this follows from choosing χ_L > χ_M with D > 0 and is not a prediction. Its magnitude is 1.5 to 1.6 times the octopole value, and about 7, 2.6 and 1.8 times the Mulliken value in def2-TZVP, def2-TZVPP and def2-TZVPPD respectively, all taken at the PBE0 level. The reference values span roughly −0.02 to −0.15 e across these definitions, basis sets and methods, and the model parameters were not fitted to any of them, so the model charge, including its closeness to the Hartree–Fock octopole value, is not a quantitative description of silane. Its third decimal is useful only for checking an implementation. The full model and def2-TZVP values are in the numerical output below.

Computed results

```
Coulomb constant k = 14.3996 eV angstrom
chi_M, chi_L = 4.0, 5.0 eV
eta_M, eta_L = 10.0, 14.0 eV
widths a_M, a_L = 1.3, 0.9 angstrom
bond length R = 1.48 angstrom
ligand-ligand distance = 2.4168 angstrom
J_ML = 7.9238 eV
J_LL = 5.9149 eV
Gaussian self-interaction, M and L = 8.838, 12.766 eV
D = 8.3540 eV
ligand charge q_L = -0.11970 e
central charge q_M = 0.47881 e
common electronegativity X = 4.99409 eV
electron chemical potential = -4.99409 eV
equalisation energy = -0.23941 eV
equalisation energy = -23.10 kJ/mol
molecular hardness dX/dQ = 7.9361 eV
charge conservation error = 1.4e-17 e
spread of atomic potentials = 4.2e-14 eV
spread of ligand charges = 1.4e-17 e
breathing curvature D/5 = 1.6708 eV
ligand-transfer curvature = 8.0851 eV (three modes)
critical eta_M for stability = 7.9115 eV
point charges: D = -5.9617 eV
point charges: q_L, q_M = 0.1677, -0.6709 e
point charges: common X = 3.8185 eV
point charges: potential spread = 4.4e-13 eV
point charges: breathing step = 0.1 e per ligand
point charges: energy change for step = -0.1192 eV
q_L at eta_M = 9.5 eV: -0.1574 e
q_L at eta_M = 10.5 eV: -0.0966 e
q_L at infinite separation = -0.01852 e
rough stretch wavenumber = 2200 1/cm
zero-point rms stretch = 0.0887 angstrom
vibrational quantum / kT at 300 K = 10.55
one bond stretched: its ligand charge = -0.11136 e
one bond stretched: other ligand charges = -0.11904 e
one bond stretched: central charge = 0.46848 e
SiH4 PBE0/def2-TZVP Mulliken H charge = -0.0173 e
SiH4 PBE0/def2-TZVP xyz moment = -1.2630 e bohr^3
SiH4 PBE0/def2-TZVP octopole H charge = -0.0750 e
```
